# Strain curvature and the stress dependence of inverse susceptibility

At every state where an elastic Gibbs function \(G(\sigma,P)\) exists and is smooth enough, the strain \(x\) and the inverse susceptibility \(K=(\partial E/\partial P)_\sigma\) obey

\[
\left(\frac{\partial^2 x_J}{\partial P_k\,\partial P_l}\right)_{\sigma}
=-\left(\frac{\partial K_{kl}}{\partial \sigma_J}\right)_{P},
\qquad
K_{kl}=\left(\frac{\partial E_k}{\partial P_l}\right)_{\sigma}.
\]

The strain need not be quadratic in \(P\), and the crystal need not have a centre of symmetry. The variable held fixed on each side matters: the stress derivative is taken at constant polarization, not at constant field.

The index \(J=1,\dots,6\) is the Voigt index. Tension is positive, and \(x_4,x_5,x_6\) are engineering shears, for example \(x_6=2x_{12}\). With this choice the mechanical work in a small strain is \(\sigma_J\,dx_J\), repeated indices being summed, because the two equal terms \(\sigma_{12}dx_{12}+\sigma_{21}dx_{21}\) combine into \(\sigma_6dx_6\). The electrical work per volume is \(E_k\,dD_k\). Since \(D=\varepsilon_0E+P\), it splits into \(d(\varepsilon_0E^2/2)+E_k\,dP_k\). The first part is the energy of the field in vacuum and is left out of the material's energy. The susceptibility is defined by changes \(dP=\chi\,dE\), so \(\chi\) contains \(\varepsilon_0\) and \(K\) has the unit m/F.

For reversible changes at constant temperature the free energy per volume therefore satisfies

\[
dF=\sigma_J\,dx_J+E_k\,dP_k .
\]

To make stress the independent variable, subtract the product of stress and strain:

\[
G=F-\sigma_Jx_J .
\]

Its differential is

\[
dG=\sigma_Jdx_J+E_kdP_k-\sigma_Jdx_J-x_Jd\sigma_J
=-x_J\,d\sigma_J+E_k\,dP_k .
\]

Reading off the coefficients gives

\[
x_J=-\left(\frac{\partial G}{\partial\sigma_J}\right)_P,
\qquad
E_k=\left(\frac{\partial G}{\partial P_k}\right)_\sigma .
\]

The minus sign in the final result comes from the first of these relations. Differentiate the strain with respect to \(P_k\) and the field with respect to \(\sigma_J\). Both produce the same mixed derivative of \(G\), with opposite signs:

\[
\left(\frac{\partial x_J}{\partial P_k}\right)_\sigma
=-\frac{\partial^2G}{\partial P_k\,\partial\sigma_J}
=-\left(\frac{\partial E_k}{\partial\sigma_J}\right)_P .
\]

This holds at all neighbouring states too, so it may be differentiated once more, with respect to \(P_l\) at fixed stress. On the right, continuity of the third derivatives of \(G\) allows the order to be exchanged:

\[
\frac{\partial^2x_J}{\partial P_k\partial P_l}
=-\frac{\partial}{\partial P_l}\frac{\partial E_k}{\partial\sigma_J}
=-\frac{\partial}{\partial\sigma_J}\frac{\partial E_k}{\partial P_l}
=-\frac{\partial K_{kl}}{\partial\sigma_J}.
\]

That is the stated result. No expansion of \(G\) was used.

The proof needs strain and field to be single-valued functions of stress and polarization. If domain walls move irreversibly, the same \(\sigma\) and \(P\) can belong to different domain patterns, and no such \(G\) describes the sample. At a phase boundary the derivatives of \(G\) may jump. At a continuous transition this can already happen in the second derivatives, \(K\) and \(\partial x/\partial P\). The identity then applies on each side separately, and integrals of it cannot be carried across the boundary without adding the jumps. The two measurements must also share the same thermal condition. For adiabatic changes, \(G+TS\) at fixed entropy \(S\) takes the place of \(G\), and the argument is unchanged; an isothermal strain paired with an adiabatic capacitance is not covered.

For one component, the effect of nonlinearity can be seen in

\[
G=g(P)-\tfrac12 s\sigma^2-\sigma(QP^2+RP^4)-\tfrac12 m\sigma^2P^2 ,
\]

where \(s\) is the compliance, \(Q\) the quadratic electrostriction coefficient, \(R\) a quartic one, and \(m\) makes the compliance depend on polarization. Differentiation gives

\[
x=s\sigma+QP^2+RP^4+m\sigma P^2,
\qquad
x_{PP}=2Q+12RP^2+2m\sigma ,
\]

\[
K=g''(P)-2Q\sigma-12R\sigma P^2-m\sigma^2 ,
\]

where a subscript \(P\) denotes a derivative at fixed stress. The stress derivative of \(K\) is minus \(x_{PP}\), term by term. If \(R=m=0\), the familiar rule \(Q=-\tfrac12(\partial K/\partial\sigma)_P\) follows. Otherwise the dielectric measurement gives the local curvature. The quartic term adds \(RP^2\) to the secant coefficient \([x(P)-x(0)]/P^2\), but \(6RP^2\) to half the curvature. These quantities agree in the quadratic limit and separate as \(P\) grows.

The strain itself can be recovered by integrating twice. One integration from zero polarization gives

\[
x_P(\sigma,P)=x_P(\sigma,0)+\int_0^P x_{PP}(\sigma,p)\,dp .
\]

In the second integration, the curvature at \(p\) contributes to every slope between \(p\) and \(P\), and so acquires the weight \(P-p\). Inserting the identity,

\[
x(\sigma,P)=x(\sigma,0)+P\,x_P(\sigma,0)
-\int_0^P(P-p)\left(\frac{\partial K}{\partial\sigma}\right)_{p}dp .
\]

The first term is the elastic strain. The second is the linear piezoelectric strain; it vanishes if reversing \(P\) leaves the strain unchanged, as in a centrosymmetric parent phase. Data on \(K\) alone cannot supply either term, because two integration constants are lost in taking two derivatives.

A worked case shows the sizes. Take a thick plate with uniaxial stress along \(P\), free to deform sideways, and the energy

\[
\begin{aligned}
F={}&\tfrac12aP^2+\tfrac14bP^4+\tfrac12cx^2+\tfrac16c_3x^3\\
&-cx(QP^2+RP^4)-\tfrac12Mcx^2P^2 .
\end{aligned}
\]

Here \(c\) is Young's modulus, \(c_3\) its third-order correction, and \(M\) describes softening by polarization. The conditions \(\sigma=\partial F/\partial x\) and \(E=\partial F/\partial P\) read

\[
\sigma=cx+\tfrac12c_3x^2-c(QP^2+RP^4)-McxP^2 ,
\]

\[
E=aP+bP^3-cx(2QP+4RP^3)-Mcx^2P .
\]

The temperature is 300 K, the Curie temperature 200 K and the Curie constant \(C_W=10^5\) K, so \(a=(100\ \mathrm K)/(\varepsilon_0C_W)=1.129\times10^8\) m/F. The other parameters are \(c=200\) GPa, \(c_3=-2000\) GPa, \(Q=0.1\ \mathrm{m^4/C^2}\), \(R=-3\ \mathrm{m^8/C^4}\), \(M=5\ \mathrm{m^4/C^2}\) and \(b=1.2\times10^{10}\ \mathrm{m^5/(C^2F)}\). The plate carries a compression of 50 MPa, \(\sigma=-50\) MPa, and \(P=5\ \mathrm{\mu C/cm^2}\), which is \(0.05\ \mathrm{C/m^2}\) in the formulas.

Solving the first condition gives \(x=-249.7\times10^{-6}\) at zero polarization and \(-19.0\times10^{-6}\) at the chosen one. The electrostrictive part is the difference, \(230.7\times10^{-6}\). For comparison, \(QP^2=250\times10^{-6}\) and \(RP^4=-18.75\times10^{-6}\) add to \(231.25\times10^{-6}\); the elastic corrections supply the small remainder. In the field, \(aP=5.65\), \(bP^3=1.50\) and the coupling \(0.03\), all in MV/m, add to 7.18 MV/m, or 0.0718 MV/cm.

Numerical differences of the equilibrium strain and of the equilibrium field, taken separately, give

\[
x_{PP}=0.12063\ \mathrm{m^4/C^2},
\qquad
-\left(\frac{\partial K}{\partial\sigma}\right)_P=0.12063\ \mathrm{m^4/C^2}.
\]

The quadratic law would give \(2Q=0.2\ \mathrm{m^4/C^2}\). The largest change is \(12RP^2=-0.09\), slightly more than the whole reduction of 0.079. To see what offsets part of it, neglect \(c_3\) and solve the stress condition:

\[
x\simeq\frac{\sigma/c+QP^2+RP^4}{1-MP^2}.
\]

Expanding the denominator produces a further quartic term \(MQP^4\), whose curvature is \(12MQP^2=0.015\). Thus \(0.2-0.09+0.015=0.125\); the remaining terms lower this to 0.121. The secant coefficient is \(0.0923\ \mathrm{m^4/C^2}\), while half the curvature is only \(0.0603\). The dielectric slope at this one polarization, read as \(Q\), would therefore be 40% below the true \(Q\), although the strain itself is only 8% below \(QP^2\). Integrating the slope over polarization recovers \(230.7\times10^{-6}\), the directly computed strain.

Static stress also changes the coefficient at zero polarization. Differentiate the stress condition twice in \(P\) at fixed \(\sigma\), then set \(P=0\), where \(x_P=0\) by symmetry. With \(x_0=x(\sigma,0)\),

\[
(c+c_3x_0)x_{PP}-2cQ-2Mcx_0=0,
\qquad
\frac{x_{PP}}2=\frac{Q+Mx_0}{1+c_3x_0/c}.
\]

Here this is \(0.09875/1.0025=0.0985\ \mathrm{m^4/C^2}\), and it returns to 0.1 without stress. The shift is small because the strain is small.

An experiment may hold the field, not the polarization. To find the difference, write the change of field as

\[
dE=\left(\frac{\partial E}{\partial\sigma}\right)_Pd\sigma+K\,dP
=-x_P\,d\sigma+K\,dP .
\]

Setting \(dE=0\) gives the piezoelectric coefficient induced by the bias:

\[
d=\left(\frac{\partial P}{\partial\sigma}\right)_E=\frac{x_P}{K}.
\]

Since \(K\) depends on both stress and polarization, its slope at fixed field is

\[
\left(\frac{dK}{d\sigma}\right)_E
=\left(\frac{\partial K}{\partial\sigma}\right)_P+K_P\,d
=-x_{PP}+\frac{K_Px_P}{K}.
\]

For the plate, \(x_P=0.0085963\ \mathrm{m^2/C}\) and \(K=1.8876\times10^8\) m/F, so \(d=45.54\) pm/V. With \(K_P=2.9965\times10^9\ \mathrm{m^3/(C\,F)}\), the added term is \(0.13646\ \mathrm{m^4/C^2}\). The extra digits are kept because the two terms nearly cancel:

\[
\left(\frac{dK}{d\sigma}\right)_E=-0.12063+0.13646=0.01583\ \mathrm{m^4/C^2}.
\]

The two contributions nearly cancel for these parameters, and even the sign is reversed. The reversal at this bias relies on the large negative \(R\): with \(R=M=c_3=0\) the fixed-field slope is \(-0.069\) against \(-0.2\ \mathrm{m^4/C^2}\) at fixed \(P\), much reduced but of the same sign. Tension lowers \(K\) at fixed \(P\), but it also increases \(P\), and the dielectric stiffening that follows slightly outweighs the direct effect. Solving for the polarization again at each stress, with the field held fixed, gives the same slope.

The change of sign is larger in a single-domain ferroelectric at zero field. Keep \(b\), \(c\) and \(Q\), set \(R=M=c_3=0\), and let \(a=-5\times10^7\) m/F. The stress condition now gives \(x=\sigma/c+QP^2\). Substituting this in \(F-\sigma x\) yields

\[
G=-\frac{\sigma^2}{2c}+\tfrac12(a-2Q\sigma)P^2+\tfrac14\beta P^4,
\qquad \beta=b-2cQ^2 .
\]

The relaxation of strain lowers the quartic coefficient from \(1.2\times10^{10}\) to \(\beta=8\times10^9\ \mathrm{m^5/(C^2F)}\). Because \(\beta>0\), the transition in this model is continuous. Differentiating twice, \(K=a-2Q\sigma+3\beta P^2\). At zero field the polar state satisfies \(\beta P_s^2=-(a-2Q\sigma)\), hence

\[
K=-2(a-2Q\sigma),
\qquad
\left(\frac{dK}{d\sigma}\right)_{E=0}=+4Q,
\qquad
\left(\frac{\partial K}{\partial\sigma}\right)_P=-2Q .
\]

With no stress, \(P_s=\sqrt{5\times10^7/8\times10^9}=0.0791\ \mathrm{C/m^2}\), or \(7.91\ \mathrm{\mu C/cm^2}\). The two slopes are \(0.4\) and \(-0.2\ \mathrm{m^4/C^2}\), as the numerical solution confirms. Inserting the zero-field slope in the fixed-polarization rule would give \(-2Q\) in place of \(Q\).

With several polarization components there is a similar choice of what to hold fixed. \(K_{11}\) is the slope of \(E_1\) with \(P_2\) and \(P_3\) constant, whereas \(1/\chi_{11}\) is the slope with \(E_2\) and \(E_3\) constant. Eliminating the transverse polarizations gives

\[
\frac1{\chi_{11}}=K_{11}-K_{1r}\,(K_{\perp}^{-1})_{rs}\,K_{s1},
\qquad r,s=2,3,
\]

where \(K_\perp\) is the transverse block of \(K\). The subtracted term can depend on stress too. As a numerical case in dimensionless units, take

\[
F=\tfrac12x^{T}Cx+\tfrac18(x^{T}x)^2-x^{T}Cf+\tfrac12P^2+\tfrac12P^4 ,
\]

with \(P^2=P_kP_k\), \(C_{11}=3\), \(C_{12}=1\), \(C_{44}=1\) and their cubic equivalents. The normal components of \(f\) are \((0.4P_i^2-0.1P^2)(1+0.3P^2)\), and the shear components are \(0.2P_jP_k(1+0.3P^2)\). At \(P=(0.5,0.3,-0.4)\) and \(\sigma=(0.10,-0.20,0.05,0.07,-0.04,0.09)\), the curvature of \(x_6\) in \(P_1\) is 0.0112. Minus the \(\sigma_6\) slope of \(K_{11}\) is also 0.0112, but that of \(1/\chi_{11}\) is \(-0.0873\). Over all components of the identity the largest mismatch is \(1.6\times10^{-6}\), against a largest curvature of 0.855.

The identity also has a statistical form. Let a classical cell of unit volume have strain coordinate \(u\), dipole \(q\), and Boltzmann weight \(\exp[-(H-\sigma u-Eq)/kT]\). Differentiating \(P=\langle q\rangle\) with respect to \(E\), including the normalization, gives

\[
\chi=\frac{\langle q^2\rangle-\langle q\rangle^2}{kT}.
\]

If \(Z\) is the integral of the weight, \(G=-kT\ln Z+EP\) has the required differential, so

\[
\left(\frac{\partial^2\langle u\rangle}{\partial P^2}\right)_\sigma
=-kT\left(\frac{\partial}{\partial\sigma}
\frac1{\langle q^2\rangle-\langle q\rangle^2}\right)_P .
\]

The curvature of the mean strain is thus tied to how stress changes the dipole fluctuations. For \(kT=1\), \(\sigma=0.4\), \(P=0.6\) and

\[
H=2u^2+0.2u^4+0.3q^2+0.25q^4-0.3uq-\frac{0.9uq^2}{1+0.2q^2},
\]

both sides are 0.18306. This coupling is not a polynomial, and its term \(-0.3uq\) makes the cell piezoelectric from the start.

The plate's Curie constant, modulus and \(Q\) are rough values for paraelectric barium strontium titanate; the higher coefficients are chosen numbers. In particular, \(R\) is far from typical: \(QP^2+RP^4\) would change sign near \(18\ \mathrm{\mu C/cm^2}\), whereas perovskite ferroelectrics with comparable polarization are generally elongated along it. The field is 72% of a rough breakdown field of 0.1 MV/cm for thick ceramic, which leaves little margin. Real measurements also drift in temperature. Since \(\partial a/\partial T=1/(\varepsilon_0C_W)\), a drift of 1 K changes \(K\) as much as 9.4 MPa does at fixed \(P\). Between readings 50 MPa apart, that is an error of about 19% in the slope. At this bias, holding the field instead of \(P\) is worse: it replaces \(-0.121\) by \(+0.016\ \mathrm{m^4/C^2}\). The difference vanishes as \(P\to0\), where \(x_P=0\).

Smaller effects can be sized in the same way. Polarizing the plate without heat exchange lowers its dipolar entropy by \(P^2/(2\varepsilon_0C_W)\) per volume. With a rough heat capacity \(c_h=3\ \mathrm{J/(cm^3K)}\), the lattice warms by \(TP^2/(2\varepsilon_0C_Wc_h)=0.14\) K. For a rough thermal expansion of \(10^{-5}\)/K, the resulting strain is 0.6% of the electrostrictive strain, and its curvature in \(P\) is 0.9% of \(x_{PP}\). Stress also changes the thickness-to-area ratio by a fraction \((1+2\nu)\sigma/c\). With Poisson ratio \(\nu=0.3\), ignoring this when converting capacitance to \(K\) shifts the slope by about 1.3% of its value, if the readings are compared at the same true \(P\). The vacuum displacement \(\varepsilon_0E\) is 0.13% of \(P\). How much electrostatic strain is counted apart from \(Q\) depends on how the dielectric energy is referred to the deformed plate. If it is taken per current volume and in the true \(P\), the plate at fixed charge is squeezed with a stress of roughly \(DE/2\) and stretched sideways with a similar stress. The thinning is then about \((1+2\nu)DE/(2c)\), or 0.6% of the electrostrictive strain, and its curvature is 1.6% of \(x_{PP}\). This is not independent of the shape correction: at fixed electrode charge the uncorrected capacitance slope shifts by the same 1.6%, as the identity requires. If instead \(F\) is written per undeformed volume, with \(P\) referred to the undeformed electrode area, this part is already contained in \(Q\) and only vacuum stresses remain. The vacuum stress \(\varepsilon_0E^2/2\) alone would give a strain \(\varepsilon_0E^2/(2c)\), only about \(5\times10^{-6}\) of the electrostrictive one. For this plate, control of temperature and polarization therefore matters more than these corrections. The remaining digits are in the numerical output.

## Computed values

```
temperature: 300 K
Curie temperature: 200 K
Curie constant: 1e+05 K
inverse susceptibility at P=0, no stress: 1.1294e+08 m/F
Young modulus c: 200 GPa
third-order modulus c3: -2000 GPa
Q: 0.1 m4/C2
R: -3 m8/C4
M: 5 m4/C2
b at fixed strain: 1.2e+10 m5/(C2 F)
stress: -50 MPa
polarization: 5 uC/cm2
field: 0.071793 MV/cm
strain at P=0: -249.69 1e-6
strain at P: -18.986 1e-6
electrostrictive strain, direct: 230.70276 1e-6
same strain from dielectric data: 230.70276 1e-6
inverse susceptibility at P: 1.8876e+08 m/F
relative susceptibility at P: 598.33
second P derivative of strain: 0.12063042 m4/C2
minus stress slope of 1/chi, fixed P: 0.12063042 m4/C2
relative difference of the two: 5e-17
quadratic-law value 2Q: 0.2 m4/C2
secant coefficient strain/P^2: 0.092281 m4/C2
half the curvature at P: 0.060315 m4/C2
Q from dielectric slope, P=0, no stress: 0.1 m4/C2
Q from dielectric slope, P=0, stressed: 0.098506 m4/C2
first P derivative of strain: 0.0085963 m2/C
P derivative of 1/chi: 2.9965e+09 m3/(C F)
field-induced d: 45.541 pm/V
stress slope of 1/chi, fixed P: -0.12063 m4/C2
stress slope of 1/chi, fixed E: 0.015833 m4/C2
ferroelectric: a: -5e+07 m/F
ferroelectric: spontaneous P: 7.9057 uC/cm2
ferroelectric: slope at fixed P: -0.2 m4/C2
ferroelectric: slope at E=0: 0.4 m4/C2
thermal cell: strain curvature: 0.1830611 (kT=1)
thermal cell: minus slope of 1/variance: 0.183061 (kT=1)
tensor: largest curvature: 0.85539 (model units)
tensor: largest mismatch: 1.6e-06 (model units)
tensor: curvature of x6 in P1: 0.011213 (model units)
tensor: minus slope of K11: 0.011214 (model units)
tensor: minus slope of 1/chi11: -0.087253 (model units)
rough breakdown field: 0.1 MV/cm
field / breakdown field: 0.718
rough heat capacity: 3 J/(cm3 K)
rough thermal expansion: 10 1e-6/K
rough Poisson ratio: 0.3
electrocaloric heating: 0.141 K
its thermal strain / electrostriction: 0.612 %
stress mimicked by 1 K drift: 9.36 MPa
shape change / stress slope of 1/chi: 1.25 %
eps0 E / P: 0.127 %
Maxwell-stress strain / electrostriction: 0.000495 %
```
